# Why exchange halves the electron-electron cross section at equal energy sharing

A 5 keV electron strikes a free electron at rest, and the two leave with 2500 eV each. If the electrons could be told apart, the cross section for knocking out the target at this energy would be $2.08\times10^{-10}$ nm²/eV. The process with the two outgoing roles exchanged has the same cross section, so the incoherent sum is $4.17\times10^{-10}$ nm²/eV. In non-relativistic quantum mechanics the true value for unpolarized electrons is $2.08\times10^{-10}$ nm²/eV, half of that sum. Two routes lead to this factor.

## Setting and conventions

The incident electron has kinetic energy $E=mv^2/2$ and momentum $p=mv$. The target is free and at rest. Both spins are random and uncorrelated, final spins are not observed, and the motion is non-relativistic. The interaction energy is $C/r$, with $C=e^2/(4\pi\varepsilon_0)$.

The cross section $d\sigma/dW$ counts electrons found at energy $W$. Each collision supplies two, at $W$ and $E-W$, so collisions are counted once by restricting $W$ to $0<W<E/2$. "Direct" means that the electron found at $W$ was the target; "exchange" means that it was the projectile. For parallel spins these names describe two amplitudes, not two observable histories. For known opposite spins, measuring the final spins would tell the two apart.

## First derivation: lowest order, laboratory frame

**Matrix elements.** Take plane waves in a volume $V$. A momentum transfer $q$ has the matrix element

$$\frac1V\int \frac Cr e^{-i\mathbf q\cdot\mathbf r/\hbar}d^3r=\frac{4\pi C\hbar^2}{Vq^2}.$$

The integral is defined by inserting $e^{-\lambda r}$, which gives $4\pi C/(q^2/\hbar^2+\lambda^2)$, and then letting $\lambda\to0$.

Let the final momenta be $\mathbf p_1$ and $\mathbf p_2$, with $p_2^2/2m=W$ and $p_1^2/2m=E-W$. In the direct process the resting target acquires $\mathbf p_2$, so $q^2=2mW$. In the exchange process it acquires $\mathbf p_1$, so $q^2=2m(E-W)$. Hence

$$D=\frac{2\pi C\hbar^2}{VmW},\qquad X=\frac{2\pi C\hbar^2}{Vm(E-W)}.$$

**Antisymmetry and spin.** Let the beam electron have spin $a$ and the target spin $b$, each up or down. The normalized initial state is

$$\frac{|\mathbf p a;\mathbf 0 b\rangle-|\mathbf 0 b;\mathbf p a\rangle}{\sqrt2},$$

and the final state is built in the same way from $\mathbf p_1s_1$ and $\mathbf p_2s_2$. The matrix element has four terms with prefactor $1/2$. They form two equal pairs, because the interaction is unchanged when the particle labels are swapped. Since the force does not act on spin,

$$M=D\,\delta_{s_1a}\delta_{s_2b}-X\,\delta_{s_1b}\delta_{s_2a}.$$

If $a=b$, there is one final spin state, with $|M|^2=(D-X)^2$. If $a\ne b$, there are two distinct final spin states, one reached through $D$ and the other through $X$, and their probabilities add to $D^2+X^2$. Random spins make the two cases equally likely:

$$\overline{|M|^2}=\tfrac12(D-X)^2+\tfrac12(D^2+X^2)=D^2+X^2-DX.$$

**From matrix element to cross section.** The golden rule gives the rate as $(2\pi/\hbar)\overline{|M|^2}$ times the density of final states. Momentum conservation fixes $\mathbf p_1=\mathbf p-\mathbf p_2$. With $\alpha$ the angle between $\mathbf p_2$ and $\mathbf p$, the energy balance is

$$\frac{p^2-|\mathbf p-\mathbf p_2|^2-p_2^2}{2m}=\frac{p_2(p\cos\alpha-p_2)}{m}.$$

It vanishes at $p_2=p\cos\alpha$, and integrating its delta function over $\cos\alpha$ gives $m/(pp_2)$. Using $p_2dp_2=m\,dW$, the density of states in $dW$ is

$$\frac{V}{(2\pi\hbar)^3}\,2\pi p_2^2dp_2\,\frac{m}{pp_2}=\frac{2\pi Vm^2}{(2\pi\hbar)^3p}\,dW.$$

Dividing the rate by the incident flux $p/(mV)$ and using $p^2=2mE$ gives

$$\frac{d\sigma}{dW}=\frac{V^2m^3}{2\pi\hbar^4p^2}\overline{|M|^2}=\frac{V^2m^2}{4\pi\hbar^4E}\overline{|M|^2}.$$

Inserting $D$ and $X$, the factors of $V$, $m$ and $\hbar$ cancel:

$$\frac{d\sigma}{dW}=\frac{\pi C^2}{E}\left[\frac1{W^2}+\frac1{(E-W)^2}-\frac1{W(E-W)}\right].\tag{1}$$

**Equal sharing.** At $W=E/2$ the two momentum transfers have equal size, so $D=X$. Each of the three terms in the bracket has magnitude $4/E^2$, and

$$\frac{d\sigma}{dW}\bigg|_{E/2}=\frac{\pi C^2}{E}\,\frac{4+4-4}{E^2}=\frac{4\pi C^2}{E^3}.\tag{2}$$

The incoherent sum is $8\pi C^2/E^3$, twice as large. The condition $p_2=p\cos\alpha$ gives $\cos^2\alpha=W/E=1/2$, so each electron leaves at 45° to the beam.

The spin cases show where the loss occurs. Parallel spins give $(D-X)^2=0$: such pairs never reach this final state. Antiparallel spins give the full incoherent sum. An unpolarized beam and target contain both cases equally, and the average is one half.

## Second derivation: symmetry, centre-of-mass frame

**Kinematics.** In the centre-of-mass frame both electrons have speed $v/2$. If the projectile is deflected by $\theta$ into direction $\mathbf n$, the target's laboratory velocity is $(v/2)(\hat{\mathbf z}-\mathbf n)$. Its square is $(v^2/4)(2-2\cos\theta)=v^2\sin^2(\theta/2)$, so

$$W=E\sin^2\frac\theta2,\qquad dW=\frac E2\sin\theta\,d\theta,\qquad d\Omega=2\pi\sin\theta\,d\theta=\frac{4\pi}{E}dW.$$

Equal sharing is therefore scattering through 90°.

**Singlet and triplet.** Let $f(\theta)$ be the amplitude for distinguishable particles and $g(\theta)=f(\pi-\theta)$. Swapping the electrons reverses their relative coordinate. The spin singlet is odd under the swap and needs an even spatial state, with amplitude $f+g$. The three triplet states are even and need an odd spatial state, with amplitude $f-g$.

The factors $1/\sqrt2$ in the symmetrized waves drop out. A detector accepts either electron, which doubles the outgoing count, and the incident beam is likewise carried by either one. The cross sections are thus $|f\pm g|^2$.

Random spins occupy the four spin states equally:

$$\frac{d\sigma}{d\Omega}=\tfrac14|f+g|^2+\tfrac34|f-g|^2=|f|^2+|g|^2-\mathrm{Re}(f^*g).\tag{3}$$

The cross term is $+\tfrac12\mathrm{Re}(f^*g)$ from the singlet and $-\tfrac32\mathrm{Re}(f^*g)$ from the triplet.

**The ratio without solving for $f$.** At 90° the angles $\theta$ and $\pi-\theta$ coincide, so $f=g$ in magnitude and phase. The triplet vanishes and the singlet gives $\tfrac14|2f|^2=|f|^2$. The incoherent sum is $2|f|^2$. The ratio is one half for any central, spin-independent force with $f(90°)\neq0$, however strong. A static screened Coulomb force is included.

The same argument covers polarized electrons. The operator $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$ equals $-3$ in the singlet and $+1$ in the triplet, so $(1-\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)/4$ projects onto the singlet. For uncorrelated electrons with polarization vectors $\mathbf P_1$ and $\mathbf P_2$, the singlet probability is $(1-\mathbf P_1\cdot\mathbf P_2)/4$. Multiplying by $|2f|^2$ and dividing by $2|f|^2$ gives

$$\frac{\text{true}}{\text{incoherent}}\bigg|_{E/2}=\frac{1-\mathbf P_1\cdot\mathbf P_2}{2}.$$

This is zero for fully polarized parallel spins and one for antiparallel spins. It is one half if either electron is unpolarized.

**The Coulomb amplitude.** The absolute value needs $f$. The relative motion has reduced mass $m/2$ and wave number $k=mv/(2\hbar)$. With $\eta=C/(\hbar v)$ its Schrödinger equation is

$$\nabla^2\psi+k^2\psi-\frac{2\eta k}{r}\psi=0.$$

Try $\psi=e^{ikz}F(\zeta)$ with $\zeta=r-z$. Here $|\nabla\zeta|^2=2\zeta/r$, $\nabla^2\zeta=2/r$ and $\partial_z\zeta=-\zeta/r$. After multiplication by $r/2$ the equation becomes

$$\zeta F''+(1-ik\zeta)F'-\eta kF=0.$$

In the variable $x=ik\zeta$ this is $xF''+(1-x)F'+i\eta F=0$, whose regular solution is the confluent hypergeometric function ${}_1F_1(-i\eta,1,x)$. Its standard form at large $|x|$ is

$$\frac{(-x)^{i\eta}}{\Gamma(1+i\eta)}+\frac{e^xx^{-i\eta-1}}{\Gamma(-i\eta)}.$$

The first term is the incident wave and the second the scattered wave. Both contain $e^{\pi\eta/2}$, which cancels in their ratio. With $\zeta=2r\sin^2(\theta/2)$ and $\Gamma(-i\eta)=\Gamma(1-i\eta)/(-i\eta)$, the coefficient of $e^{i(kr-\eta\ln2kr)}/r$ is

$$f=-\frac{\eta}{2k\sin^2(\theta/2)}\,\frac{\Gamma(1+i\eta)}{\Gamma(1-i\eta)}\,e^{-i\eta\ln\sin^2(\theta/2)}.$$

The ratio of gamma functions has modulus one. Since $\eta/(2k)=C/(mv^2)=C/(2E)$, we have $|f|=C/(2W)$ and $|g|=C/(2(E-W))$. The relative phase of $f$ and $g$ is $\eta\ln[(E-W)/W]$ up to sign. Multiplying (3) by $4\pi/E$ gives

$$\frac{d\sigma}{dW}=\frac{\pi C^2}{E}\left[\frac1{W^2}+\frac1{(E-W)^2}-\frac{\cos\!\left(\eta\ln\frac{E-W}{W}\right)}{W(E-W)}\right].\tag{4}$$

At $W=E/2$ the logarithm is zero and (2) returns, now without an expansion in the strength of the force.

## What each derivation assumes

Both derivations assume two isolated free electrons, uncorrelated spins and a force that leaves spin alone. The first also treats the force to lowest order. In return it gives the spectrum (1) directly and shows the spin channels one by one. The second makes no such expansion, and its ratio at 90° rests on symmetry alone.

For the Coulomb force the two results differ by the cosine in (4). At 5 keV, $\eta=0.052$. When $W=0.4E$ the phase is $0.052\ln1.5=0.021$, and the cosine is below one by about $2\times10^{-4}$.

For slow electrons with $\eta\gg1$ the difference matters. Write $W/E=\tfrac12+\delta$. Near the midpoint the phase is about $-4\eta\delta$, so the interference oscillates with period $\pi/(2\eta)$ in $\delta$. An energy window covering many periods averages it away. The halving at the midpoint survives, but in an ever narrower interval.

## How local the halving is

For small $\eta$, put $w=W/E$. The ratio of (1) to its first two terms is

$$R(w)=1-\frac{w(1-w)}{w^2+(1-w)^2}=1-\frac{w(1-w)}{1-2w(1-w)}.$$

For $w\ll1$ this tends to $1-w$: in soft collisions the direct term dominates and exchange matters little. Near the midpoint $w(1-w)=\tfrac14-\delta^2$, so

$$R=\frac{\tfrac14+3\delta^2}{\tfrac12+2\delta^2}\approx\frac12+4\delta^2.$$

The minimum is flat. At $w=0.4$ the ratio has risen only to 0.539.

A counting experiment sees a band of energies. Integrating (1) from $wE$ to $E/2$ gives

$$\sigma_{\rm band}=\frac{\pi C^2}{E^2}\left[\frac1w-\frac1{1-w}-\ln\frac{1-w}{w}\right].\tag{5}$$

The first two terms in the bracket are the incoherent sum and the logarithm is the interference. At the upper limit their antiderivatives vanish.

## Numbers for a resist

With $C=1.440$ eV nm and $E=5000$ eV, equation (2) gives

$$\frac{4\pi(1.440)^2}{5000^3}=2.08\times10^{-10}\ \text{nm}^2/\text{eV}.$$

For the band from 2000 to 2500 eV, $w=0.4$ and the bracket in (5) is $2.500-1.667-0.405=0.428$. The prefactor is $2.606\times10^{-7}$ nm², so $\sigma_{\rm band}=1.115\times10^{-7}$ nm². The incoherent value is $2.171\times10^{-7}$ nm², and the ratio is 0.513.

Now take a PMMA-like resist, with repeat unit C₅H₈O₂ and a rough density of 1.19 g/cm³. Its 40 valence electrons per unit, treated as free, have a density of 286 nm⁻³. The collision rate in the band is

$$286\times1.115\times10^{-7}=3.19\times10^{-5}\ \text{nm}^{-1}=0.032\ \text{µm}^{-1},$$

or one collision per 31 µm of path at fixed beam energy. A rough dose of 100 µC/cm² supplies 6.24 electrons per nm². At the top surface, before the beam slows or scatters, this gives about $2.0\times10^5$ events per µm³. The incoherent sum would predict 1.95 times as many. The total number of collisions changes much less: soft collisions are far more numerous, and there the interference is relatively small.

These parameters are in the regime of low-voltage electron-beam lithography, but real resist electrons are neither all valence electrons nor free. The largest omission is the 14 core electrons per unit. Counting them as free would add 35% to the rate, a crude estimate, because their tight binding lowers the figure and their fast internal motion raises it. An impulse estimate with both effects gives about 45%. The other changes to the midpoint cross section are smaller:

- **Binding.** For a rough valence binding energy $B=15$ eV, the electrons share $E-B$ and the energy loss is $(E+B)/2$. Using this loss in $1/W^2$ changes the result by $(1+B/E)^{-2}-1=-0.6\%$. Using instead the momentum of a target that leaves with $(E-B)/2$ would give $+0.6\%$, but this ignores the potential acting on the ejected electron. The Born direct term for a hydrogen-like target follows the energy loss, so the negative sign is the right one.
- **Target motion.** For a rough target kinetic energy $K=30$ eV, averaging over target directions at fixed energy loss changes the direct term by $+1.6\%$. The true value changes more, for two reasons. At equal sharing the loss is $(E-K)/2$, so the direct and exchange terms each rise by $14K/(3E)$, or 2.8%. Equal sharing also no longer means exactly 90° scattering in the centre-of-mass frame, so the cancellation is less complete. To first order in $K/E$ it rises by $22K/(3E)$, or 4.4%, and the ratio becomes $\tfrac12+4K/(3E)=0.508$. With $K=45$ eV, closer to the average over the valence electrons, the rise is about 7% for free targets. In a bound electron this kinetic energy is not available for sharing, and the loss is $(E+B)/2$. An impulse estimate with $K=45$ eV and $B=15$ eV together raises the direct term by about 2% and the true value by about 4%. The second figure is the less certain, because the binding potential also alters the interference term.
- **Screening.** The wave-number transfer is $\sqrt{mE}/\hbar=256$ nm⁻¹. A rough screening length of 0.1 nm multiplies the lowest-order cross section by $(1+1/25.6^2)^{-2}$, a change of $-0.3\%$.
- **Relativity.** Lowest-order scattering of Dirac electrons raises the true value by 1.5%.

Relativity also changes the ratio. When the incoherent sum is formed from the relativistic direct and exchange terms themselves, the ratio at equal sharing is 0.505 at 5 keV and 0.606 at 100 keV, an energy used in high-voltage lithography. At 100 keV the true value is also 35% above (2). A spin-independent amplitude would keep the ratio at one half by the symmetry argument, so the departure shows that the relativistic interaction acts on spin. For free electrons at rest, the halving near equal sharing is thus a good rule at 5 keV and a poor one at 100 keV. In a resist, the motion of the target electrons, above all those of the core, also moves the ratio away from one half. Rough impulse estimates that include the core electrons give 0.54 to 0.55 at 5 keV, and they are probably high. For a hydrogen-like core orbit with $K=B=435$ eV they give 0.59, while a Born calculation with a Coulomb wave for the ejected electron gives 0.53. The numerical output lists the main values used here.

## Computed values

```
Coulomb constant C = 1.43996 eV nm
Incident energy E = 5000 eV; equal share W = 2500 eV
Laboratory angle of each electron = 45.0 deg
Coulomb parameter eta = 0.0522
Direct term at E/2 = 2.0845e-10 nm^2/eV
Exchange term at E/2 = 2.0845e-10 nm^2/eV
Interference term at E/2 = -2.0845e-10 nm^2/eV
Incoherent sum at E/2 = 4.1690e-10 nm^2/eV
True cross section at E/2 = 2.0845e-10 nm^2/eV
True/incoherent at E/2 = 0.500000
Ratio, parallel spins = 0.000
Ratio, antiparallel spins = 1.000
Band of W = 2000 to 2500 eV
True/incoherent at lower band edge = 0.5386
Band cross section, incoherent = 2.1714e-07 nm^2
Band cross section, true = 1.1149e-07 nm^2
Band ratio true/incoherent = 0.5134
Resist density (rough) = 1.19 g/cm^3
Molar mass of C5H8O2 = 100.117 g/mol
Valence electrons per unit = 40; core = 14
Valence electron density = 286.3 nm^-3
Band collisions per path length = 0.0319 per um
Mean path between band collisions = 31.3 um
Dose (rough) = 100 uC/cm^2
Beam electrons per area = 6.242 nm^-2
Band events at top surface = 1.992e+05 per um^3
Relativistic true/incoherent, 5 keV = 0.5049
Relativistic true/incoherent, 100 keV = 0.6057
Relativistic change of true value, 5 keV = +1.48 %
Relativistic change of true value, 100 keV = +34.6 %
Binding energy used (rough) = 15 eV
Binding change at E/2 = -0.60 %
Target kinetic energy used (rough) = 30 eV
Target-motion change, direct term = +1.60 %
Screening length used (rough) = 0.1 nm
Wave-number transfer at E/2 = 256.2 nm^-1
Screening change at E/2 = -0.30 %
Core electrons omitted / valence = 35 %
```
